# Airy levels of an unscreened delta-doped sheet

## The result

A plane \(z=0\) in a semiconductor of permittivity \(\varepsilon\) holds \(N\) ionised donors per unit area. Their electrons have been drained away equally to both sides. An electron near the sheet then has the potential energy

\[
V(z)=eF|z|,\qquad F=\frac{eN}{2\varepsilon}, \tag{1}
\]

and its levels for motion normal to the sheet, measured from the bottom of the V, are

\[
E_n=\lambda_nE_0,\qquad E_0=\left(\frac{\hbar^2e^2F^2}{2m_z}\right)^{1/3}, \tag{2}
\]

\[
\mathrm{Ai}'(-\lambda_n)=0\ \text{(even)},\qquad \mathrm{Ai}(-\lambda_n)=0\ \text{(odd)}. \tag{3}
\]

Here \(e>0\), \(m_z\) is the effective mass along \(z\), and \(n=0,1,2,\dots\) labels levels that are alternately even and odd. The model smears the donor charge over an infinitely thin plane and uses one parabolic band. "Unscreened" is an essential condition: a sheet that keeps its electrons has a finite well, treated at the end.

## The V-shaped potential

An electron at height \(z>0\) is attracted by each donor. The in-plane forces cancel by symmetry. A ring of radius \(r\) contains \(2\pi rN\,dr\) donors, so the normal force towards the sheet is

\[
\frac{e^2N}{4\pi\varepsilon}\,2\pi z\int_0^\infty\frac{r\,dr}{(r^2+z^2)^{3/2}}
=\frac{e^2N}{2\varepsilon}\,z\left[\frac{-1}{\sqrt{r^2+z^2}}\right]_0^\infty=\frac{e^2N}{2\varepsilon}. \tag{4}
\]

The force does not depend on \(z\). It equals \(eF\) and points to the sheet from either side, which gives (1). The drained electrons form two distant planes, each with charge \(-eN/2\) per area. Between them their fields cancel. An unequal division would tilt the V and destroy its parity.

## The mass normal to the sheet

In a valley whose axis is tilted against \(z\), the kinetic energy couples \(p_z\) to the in-plane wavevector \(\mathbf k\), measured from the valley centre. Let \(W\) be the inverse mass tensor in units of \(1/m_0\), \(A\) its in-plane block, and \(\mathbf b=(W_{xz},W_{yz})\). Completing the square gives

\[
\begin{aligned}
T&=\frac{1}{2m_0}\left[W_{zz}p_z^2+2\hbar(\mathbf b\cdot\mathbf k)p_z+\hbar^2\mathbf k^{T}A\mathbf k\right]\\
&=\frac{W_{zz}}{2m_0}(p_z+\hbar\kappa)^2+\frac{\hbar^2}{2m_0}\mathbf k^{T}\!\left(A-\frac{\mathbf b\mathbf b^{T}}{W_{zz}}\right)\!\mathbf k,
\end{aligned} \tag{5}
\]

with \(\kappa=\mathbf b\cdot\mathbf k/W_{zz}\). Write the wave function as \(e^{-i\kappa z}\psi(z)\). Then \((p_z+\hbar\kappa)e^{-i\kappa z}\psi=e^{-i\kappa z}p_z\psi\), so the shift disappears. The remaining equation for \(\psi\) has mass \(m_z=m_0/W_{zz}\), and the last term of (5) is the in-plane energy of the subband.

For an ellipsoid with masses \(m_l,m_t\), in units of \(m_0\), and an axis at angle \(\theta\) to \(z\),

\[
W_{zz}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t}. \tag{6}
\]

The determinant of \(W\) is \(1/(m_lm_t^2)\), and it is also \(W_{zz}\) times the determinant of the in-plane matrix in (5). The in-plane density-of-states mass is the inverse square root of the latter:

\[
m_d=\sqrt{m_lm_t^2W_{zz}}. \tag{7}
\]

## The Airy conditions

With \(z=\ell\xi\) and \(E=\lambda E_0\), the equation for \(\psi\) reads

\[
-\frac{\hbar^2}{2m_z\ell^2}\psi''+eF\ell|\xi|\psi=E\psi. \tag{8}
\]

Choose \(\ell\) so that both coefficients equal \(E_0\). This requires \(\ell^3=\hbar^2/(2m_zeF)\) and \(E_0=eF\ell\), which reproduces (2). Division by \(E_0\) leaves

\[
-\psi''+|\xi|\psi=\lambda\psi. \tag{9}
\]

For \(\xi>0\), put \(x=\xi-\lambda\). Then \(\psi''=x\psi\), whose solutions are \(\mathrm{Ai}(x)\) and \(\mathrm{Bi}(x)\). The second grows without limit, so \(\psi\propto\mathrm{Ai}(\xi-\lambda)\). Since there is one decaying solution on this side, a level cannot be degenerate, and the symmetry of \(|\xi|\) makes each state even or odd.

Integrate (9) across the kink from \(-\eta\) to \(\eta\). The integral of \((|\xi|-\lambda)\psi\) vanishes as \(\eta\to0\), so \(\psi'\) is continuous. An even function with a continuous derivative has \(\psi'(0)=0\); an odd continuous function has \(\psi(0)=0\). These are the conditions (3).

They alternate for the following reason. For \(x\ge0\), \(\mathrm{Ai}\) is positive and \(\mathrm{Ai}''=x\mathrm{Ai}\ge0\), so \(\mathrm{Ai}'\) rises towards zero and is negative: no level comes from there. Between \(x=0\) and the first zero of \(\mathrm{Ai}\), and then between successive zeros, \(\mathrm{Ai}''\) keeps one sign. Hence \(\mathrm{Ai}'\) is monotonic in each interval and vanishes once, at the extremum of \(\mathrm{Ai}\). The sequence starts with an even state.

By (1) and (2), the levels scale as \(N^{2/3}m_z^{-1/3}\) at fixed \(\varepsilon\). Eight times the donor density gives four times the energies.

The phase-integral rule offers a simple estimate. The classical turning points are \(\xi=\pm\lambda\), so

\[
\int_{-\lambda}^{\lambda}\sqrt{\lambda-|\xi|}\,d\xi=\tfrac43\lambda^{3/2}=\left(n+\tfrac12\right)\pi
\;\Rightarrow\;\lambda_n\approx\left[\frac{3\pi(2n+1)}{8}\right]^{2/3}. \tag{10}
\]

## Amplitude at the sheet and mean distance

The Airy equation gives

\[
\frac{d}{dx}\left(x\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2+2x\mathrm{Ai}\,\mathrm{Ai}'-2\mathrm{Ai}'\,x\mathrm{Ai}=\mathrm{Ai}^2. \tag{11}
\]

For \(\psi=C\,\mathrm{Ai}(|z|/\ell-\lambda)\), with a sign change at \(z=0\) for odd states, normalisation over both sides therefore requires

\[
2\ell C^2\left[\lambda\mathrm{Ai}^2(-\lambda)+\mathrm{Ai}'^2(-\lambda)\right]=1. \tag{12}
\]

One term vanishes in each parity, by (3). With the derivative now taken with respect to \(z\),

\[
|\psi(0)|^2=\frac{1}{2\lambda\ell}\ \text{(even)},\qquad |\psi'(0)|^2=\frac{1}{2\ell^3}\ \text{(odd)}. \tag{13}
\]

The mean distance follows from a small change of \(F\). To first order the level moves by the expectation value of the change in the Hamiltonian, so \(dE/dF=e\langle|z|\rangle\). Since \(E\propto F^{2/3}\), the same derivative is \(2E/(3F)\), and

\[
\langle|z|\rangle=\frac{2E}{3eF}=\frac{2}{3}\lambda\ell. \tag{14}
\]

## Diffusion of the donors

Diffusion with a constant coefficient \(D\) for a time \(t\) turns the thin sheet into a Gaussian \(g(u)\) of variance \(\sigma^2=2Dt\). The potential becomes \(V_\sigma(z)=eF\int g(u)|z-u|\,du\). Far from the sheet it is unchanged, and energies are still counted from the tip of the original V.

Because \(g\) is even, donors at \(u\) and \(-u\) can be paired. Their effect relative to the thin sheet is

\[
\tfrac12\left(|z-u|+|z+u|\right)-|z|=\begin{cases}|u|-|z|,&|z|<|u|,\\0,&|z|>|u|.\end{cases} \tag{15}
\]

The change is confined to the doped region. For \(\sigma\ll\ell\), an even state has the constant density \(|\psi(0)|^2\) there, and an odd state has \(|\psi'(0)|^2z^2\). The integrals needed are

\[
\int_{-|u|}^{|u|}(|u|-|z|)\,dz=u^2,\qquad
\int_{-|u|}^{|u|}(|u|-|z|)z^2dz=2\left(\frac{u^4}{3}-\frac{u^4}{4}\right)=\frac{u^4}{6}. \tag{16}
\]

Averaging with \(\langle u^2\rangle=\sigma^2\) and \(\langle u^4\rangle=3\sigma^4\), and using (13), gives

\[
\Delta E_{\rm even}\simeq\frac{E_0}{2\lambda}\left(\frac{\sigma}{\ell}\right)^2,\qquad
\Delta E_{\rm odd}\simeq\frac{E_0}{4}\left(\frac{\sigma}{\ell}\right)^4. \tag{17}
\]

Second-order perturbation theory does not alter these leading terms. It contains the change of potential twice, each time with a height and a width proportional to \(\sigma\), which gives \(\sigma^4\) for even states. For odd states, the two factors of \(\psi\) and the Green's function of the odd states all vanish at the sheet. Each of these three adds a factor \(\sigma\), which gives \(\sigma^7\). Odd levels respond weakly because their density vanishes at the sheet.

In the opposite limit, \(\sigma\gg\ell\), low states lie inside the donor distribution. There \(V_\sigma''=2eFg(z)\approx2eF/(\sqrt{2\pi}\,\sigma)\), so the bottom is a parabola. Its equidistant levels have the spacing

\[
\hbar\omega=\hbar\sqrt{\frac{2eF}{\sqrt{2\pi}\,\sigma m_z}}=\frac{2E_0}{(2\pi)^{1/4}}\sqrt{\frac{\ell}{\sigma}}, \tag{18}
\]

where \(\hbar^2/m_z=2E_0\ell^2\) and \(eF=E_0/\ell\) were used. The Airy pattern is then lost for these states.

## A drained phosphorus sheet in germanium

Take \(N=3\times10^{12}\ \mathrm{cm^{-2}}\) in the middle of a 40 nm germanium (001) film, so the surfaces lie at \(d=20\) nm on either side. Rough typical material values are \(m_l=1.6\), \(m_t=0.082\), relative permittivity 16 and a gap of 0.66 eV. Surface states are assumed to hold the Fermi level 0.50 eV below the conduction edge. All four L valleys have \(\cos^2\theta=1/3\), so (6) and (7) give \(m_z=0.120\,m_0\) and \(m_d=0.300\). Then

\[
F=\frac{(1.602\times10^{-19})(3\times10^{16})}{2(16)(8.854\times10^{-12})}\ \mathrm{V/m}=0.170\ \mathrm{MV/cm}. \tag{19}
\]

The slope is \(eF=16.96\) meV/nm. With \(\hbar^2/2m_z=0.3177\ \mathrm{eV\,nm^2}\),

\[
E_0=(0.3177\times0.01696^2)^{1/3}\ \mathrm{eV}=45.0\ \mathrm{meV},\qquad \ell=\frac{E_0}{eF}=2.66\ \mathrm{nm}. \tag{20}
\]

| \(n\) | \(\lambda_n\) | \(E_n\) (meV) | from (10) (meV) | \(\langle\lvert z\rvert\rangle\) (nm) |
|---|---|---|---|---|
| 0 | 1.0188 | 45.9 | 50.3 | 1.80 |
| 1 | 2.3381 | 105.3 | 104.5 | 4.14 |
| 2 | 3.2482 | 146.3 | 146.9 | 5.75 |
| 3 | 4.0880 | 184.2 | 183.9 | 7.24 |

The phase integral is 9% too high for the ground level and within 1% for the other three.

**Is the sheet drained?** The potential drops by \(eFd=0.339\) eV from surface to sheet. The ground level therefore lies \(0.50-0.339+0.046=0.207\) eV above the Fermi level. Four valleys with two spins have the density of states \(g_2=4m_dm_0/(\pi\hbar^2)\) per subband. Filling it with the Fermi function gives \(g_2kT\ln(1+e^{-\Delta/kT})\) for a subband a height \(\Delta\) above the Fermi level. Summed over the four levels at 300 K, this is \(4.9\times10^9\ \mathrm{cm^{-2}}\), far below \(N\). A sheet with \(10^{13}\ \mathrm{cm^{-2}}\) at the same depth would need a drop of 1.13 eV, more than the barrier, and could not be drained in this way.

The drop is also smaller than the gap. The conduction edge at the sheet stays 0.32 eV above the valence edge at the surface, so interband tunnelling has no final state at equal energy. An electron falling from the conduction edge at the surface to the sheet gains too little energy to create a pair across the gap. The field itself exceeds the rough bulk breakdown value of 0.1 MV/cm, but the path is short.

**Smaller corrections.** Hard walls at the film surfaces raise the level \(n=3\) by about 2 µeV in a finite-difference calculation. If the surfaces act as equipotentials, as assumed below, the electron is also attracted by its own image charges. At the sheet this energy is \(-(e^2/4\pi\varepsilon)\ln2/(2d)=-1.6\) meV, and its average runs from \(-1.6\) meV at \(n=0\) to \(-2.1\) meV at \(n=3\). For the nonparabolic band \(E(1+\alpha E)=T\), expansion gives \(E\approx T-\alpha T^2\) and a first-order shift \(-\alpha\langle(E_n-V)^2\rangle\). With a rough \(\alpha=0.3\ \mathrm{eV^{-1}}\), it runs from \(-0.25\) meV at \(n=0\) to \(-2.0\) meV at \(n=3\).

A donor spread \(\sigma=1\) nm, or \(Dt=5\times10^{-15}\ \mathrm{cm^2}\), makes \(\sigma/\ell=0.38\). Formula (17) gives 3.1 meV for \(n=0\) and 0.23 meV for \(n=1\). Finite-difference diagonalisation with the full \(V_\sigma\) gives 2.9 and 0.19 meV. The first spacing, 59.4 meV for the thin sheet, thus shrinks by 2.7 meV.

Orientation matters more. On a (111) film with the same field, one valley has its axis along \(z\) and three have \(\cos^2\theta=1/9\). Their ground levels are 19.4 and 50.2 meV, so the heavy-mass valley lies lowest.

## Random donor positions

The mean donor separation \(N^{-1/2}=5.8\) nm exceeds the mean distance of the ground state from the sheet, so smearing the charge is a serious approximation. Suppose that the donors are placed independently and that the surfaces at \(\pm d\) are equipotentials. The electron's potential energy due to one donor has an in-plane Fourier component \(u_q\) that obeys

\[
\varepsilon(\partial_z^2-q^2)u_q=e^2\delta(z),\qquad
u_q=-\frac{e^2}{2\varepsilon q}\frac{\sinh q(d-|z|)}{\cosh qd}. \tag{21}
\]

This vanishes at the surfaces, and its slope jumps by \(e^2/\varepsilon\) at the donor plane, as required. Averaged over the state \(n\), it is \(-(e^2/2\varepsilon q)G_n(q)\), with \(G_n=\langle\sinh q(d-|z|)/\cosh qd\rangle\).

The number of donors in a small area \(dA\) has variance \(N\,dA\), and different areas are independent. The variance of the summed energy is therefore \(N\) times the in-plane integral of the squared one-donor energy. In Fourier space,

\[
s_n^2=N\int\frac{d^2q}{(2\pi)^2}\left(\frac{e^2}{2\varepsilon q}\right)^2G_n^2
=\frac{(eF)^2}{2\pi N}\int_0^\infty\frac{dq}{q}\,G_n^2(q), \tag{22}
\]

since \(e^2/2\varepsilon=eF/N\). For the spacing of two levels, \(G_n\) is replaced by the difference of the two form factors.

Numerical integration gives \(s_0=50\) meV, larger than the ground energy itself. Much of this moves the levels together: the first spacing varies by 19 meV rms, or 32% of its value. These numbers describe the local potential in first order. They are not linewidths, because an electron also averages over its own extent in the plane. At fixed \(d/\ell\), the integral in (22) is fixed and \(s_n/E_0\propto N^{1/2}/N^{2/3}=N^{-1/6}\), so denser doping helps only slowly. The levels in the table belong to the laterally averaged potential; whether they can be resolved is not settled by this model.

Disorder also fills the low regions. For Gaussian shifts common to all levels, the mean Boltzmann factor grows by \(\exp(s_0^2/2k^2T^2)\). With \(kT=25.9\) meV, the residual density becomes \(3.2\times10^{10}\ \mathrm{cm^{-2}}\), about 1% of \(N\). Within this local picture it is an underestimate, because chance clusters of independent donors give the shifts a longer tail towards low energies than a Gaussian has. Sampling donor positions at random, with the same local shifts and Fermi filling, gives 6 to \(7\times10^{10}\ \mathrm{cm^{-2}}\), or about 2% of \(N\). In-plane motion smooths the deepest clusters and works the other way: including it gives about \(5\times10^{10}\ \mathrm{cm^{-2}}\) with Boltzmann statistics, and Fermi filling can only lower that. The sheet is still mostly drained.

## When the electrons stay

Let a neutral sheet keep its \(N\) electrons in one subband at zero temperature. By Gauss's law, the electrons within \(\pm\xi\) cancel a fraction \(Q(\xi)\) of the donor field. In the Hartree approximation, the scaled potential \(v=V/E_0\) obeys, for \(\xi>0\),

\[
v'(\xi)=1-Q(\xi),\qquad Q(\xi)=2\int_0^\xi|\psi|^2d\xi',\qquad v(0)=0, \tag{23}
\]

with \(|\psi|^2\) normalised in \(\xi\). Integration by parts gives the height of the plateau far away:

\[
v(\infty)=\int_0^\infty(1-Q)\,d\xi=\int_0^\infty\xi Q'\,d\xi=\langle|\xi|\rangle. \tag{24}
\]

The density \(N\) has dropped out. Iterating (23) with a finite-difference solution for \(\psi\) gives \(\lambda_0=0.727\) and \(v(\infty)=1.070\). In the units of the example, the ground level is at 32.7 meV and the plateau at 48.2 meV. In a box of half-width 106 nm, no second level lies below the plateau. Nor is a more extended one missed. A bound odd level would force the odd solution at the plateau energy to cross zero again away from the sheet; integrated numerically, that solution has no such zero and is still rising far outside the well. The V-shaped prediction of an odd level at 105 meV has lost its meaning.

The electrons fill the subband to \(N/g_2=6.0\) meV, below the 15.5 meV needed to reach the plateau. The zero-temperature solution is thus consistent here, but not at 300 K, where \(kT\) exceeds both energies. Exchange and correlation are left out.

A denser layer, such as the sheet with \(10^{13}\ \mathrm{cm^{-2}}\) considered above, cannot be fully drained by these surfaces and can serve as a conductor; the example is a thinly doped, drained case. For conducting layers the absence of screening is the first assumption to fail. In the comparison above, at fixed \(N\), this lowers the ground level by 29%. In the drained film, random donor positions are the largest correction sized here. Valley-orbit coupling and the short-range donor potential remain unsized. Phosphorus diffusion in germanium can also depend on concentration, so the profile need not be Gaussian; for a symmetric narrow profile, the leading even shift in (17) still holds with its actual variance.
